\section*{Refractive index of a relaxor with randomly oriented polar nanoregions, part 2}

A relaxor contains polar nanoregions whose polarizations can cancel in the sample as a whole. What does such a sample do to the refractive index?

Without polarization the crystal is cubic, with inversion symmetry, no absorption and index $n_0$. The local polarization $\mathbf P$ is static over an optical period. The relative optical permittivity $\varepsilon$ is real, symmetric and positive, $B=\varepsilon^{-1}$ is the impermeability, $B_0=1/n_0^2$, and $I$ is the unit tensor. Angle brackets denote volume averages, and repeated indices are summed. The regions are much smaller than the wavelength, and scattering is neglected.

Part (a) gave the local law, to lowest order in $\mathbf P$:
\begin{align}
B_{xx}&=B_0+g_{11}P_x^2+g_{12}(P_y^2+P_z^2),\label{eq:diag}\\
B_{xy}&=g_{44}P_xP_y,\label{eq:off}
\end{align}
and likewise for the other axes. The coefficients $g$ depend on how far the surroundings constrain a region's strain, and hence on its shape and the stiffness of both materials.

Part (b), with $\mathbf P=\langle\mathbf P\rangle+\mathbf p$, split $\langle P^2\rangle$ into a macroscopic part $|\langle\mathbf P\rangle|^2$ and a fluctuating part $\langle p^2\rangle$. Regions of magnitude $P_s$ filling a volume fraction $f$ give $\langle P^2\rangle=fP_s^2$; $P_{\rm rms}=\sqrt{\langle P^2\rangle}$.

In part (c), random orientations means that the distribution of $\mathbf P$ is unchanged by every symmetry operation of the cube. Then $\langle\mathbf P\rangle=0$. Mirror operations remove the mixed products and interchanging the axes makes the squares equal, so
\begin{equation}
\langle P_iP_j\rangle=\frac{\langle P^2\rangle}{3}\,\delta_{ij}.
\label{eq:second}
\end{equation}
\begin{equation}
\langle B\rangle=(B_0+b)\,I,\qquad b=\bar g\,\langle P^2\rangle ,
\label{eq:avB}
\end{equation}
with $\bar g=(g_{11}+2g_{12})/3$.

In part (d) the local fields, with the vacuum permittivity divided out of $\mathbf D$, obey
\begin{equation}
\nabla\times\mathbf E=0,\qquad \nabla\cdot\mathbf D=0,\qquad \mathbf D=\varepsilon\mathbf E .
\end{equation}
The effective permittivity is defined by $\langle\mathbf D\rangle=\varepsilon_{\rm eff}\,\bar{\mathbf E}$, $\bar{\mathbf E}=\langle\mathbf E\rangle$. For any arrangement of the regions,
\begin{equation}
\langle B\rangle^{-1}\le\varepsilon_{\rm eff}\le\langle\varepsilon\rangle .
\label{eq:bounds}
\end{equation}

The model is a periodic cell of $7\times7\times7=343$ equal cubes, 240 of them polar, with $n_0=2.5$, $P_s=0.30\ \mathrm{C/m^2}$, $g_{11}=0.15$, $g_{12}=0.03$, $g_{44}=0.12$ and $\bar g=0.0700\ \mathrm{m^4/C^2}$, $\langle P^2\rangle=0.06297\ \mathrm{C^2/m^4}$ and $b=0.004408$.

\subsection*{(e) What is the change of the refractive index?}

\textit{Expand both bounds for weak polarization and obtain the index change $\Delta n=n-n_0$ to first order in $\langle P^2\rangle$. State when the result is zero.}

\textbf{Solution.} Let $\kappa=n_0^2=1/B_0$ and $\beta=B-B_0I$. The tensor $\beta$ is quadratic in $\mathbf P$, and $\langle\beta\rangle=bI$. For small $\kappa\beta$,
\begin{equation}
\varepsilon=(B_0I+\beta)^{-1}=\kappa(I+\kappa\beta)^{-1}
=\kappa I-\kappa^2\beta+\kappa^3\beta^2-\dots
\end{equation}
The averages that form the two bounds are
\begin{align}
\langle\varepsilon\rangle&=(\kappa-\kappa^2b)I+\kappa^3\langle\beta^2\rangle+\dots,\label{eq:up}\\
\langle B\rangle^{-1}&=\frac{\kappa}{1+\kappa b}\,I=(\kappa-\kappa^2b+\kappa^3b^2-\dots)I.\label{eq:low}
\end{align}
They differ first in terms of fourth order in the polarization. The effective permittivity lies between them, so it must share their common part:
\begin{equation}
\varepsilon_{\rm eff}=(n_0^2-n_0^4b)I+O(\langle P^4\rangle).
\end{equation}
The index is the square root of the permittivity. With $\sqrt{1-x}=1-x/2+O(x^2)$ and $x=n_0^2b$,
\begin{equation}
n=n_0\sqrt{1-n_0^2b}=n_0-\frac{n_0^3b}{2}+\dots,
\end{equation}
and therefore
\begin{equation}
\boxed{\;\Delta n=-\frac{n_0^3}{2}\,\frac{g_{11}+2g_{12}}{3}\,\langle P^2\rangle+O(\langle P^4\rangle)\;}
\label{eq:law}
\end{equation}
The minus sign arises because a larger impermeability means a smaller permittivity. At first order, the polar regions lower the index for $\bar g>0$ and raise it for $\bar g<0$. When $\bar g$ is close to zero, the fourth-order terms can decide the sign. Because the bounds hold for any geometry, the leading term does not depend on the shape or placement of the regions when the local coefficients $g$ are given. In a real crystal the elastic constraint discussed in part (a) can make these coefficients themselves depend on the geometry.

The first-order change vanishes if there is no local polarization, or if $g_{11}+2g_{12}=0$. In the second case a region is in general still optically anisotropic, but its change has no part common to all light polarizations. Random polar regions can thus change the average index, and they do so at first order when $\bar g\ne0$.

For the model, $n_0^3=15.625$ and
\begin{equation}
\Delta n=-\frac{15.625}{2}\times0.004408=-0.0344 .
\end{equation}
This can be compared with a direct solution of the local field equations of part (d) in the periodic cell. For this purpose the 240 polar directions consist of five randomly drawn directions, each with its 48 images under the operations of the cube, placed at random among the 343 sites. The solution gives $\Delta n=-0.03295$. The first-order law overestimates the magnitude of the shift by $0.0015$, which is $4.3\%$ of the first-order shift. If $\langle P^2\rangle$ is halved, the error falls by a factor of $3.89$. A remainder of fourth order in $P$ should fall by a factor close to 4, so the difference behaves as the omitted term should.

In an experiment, $n_0$ is the index that the crystal would have at the same temperature without the polar regions. It changes with temperature by itself, through thermal expansion for example. Equation~\eqref{eq:law} describes the departure from that baseline, not the whole temperature dependence of the index.

\subsection*{(f) Where does the effective permittivity lie between its bounds?}

\textit{Calculate the leading effect of the non-uniform local field. Take statistically independent cubic regions on a cubic lattice, with random orientations as in part (c), in a large sample.}

\textbf{Solution.} Split the permittivity into its mean and a deviation, $\varepsilon=eI+\eta$ with $\langle\eta\rangle=0$. The mean is proportional to $I$ because the distribution of $\mathbf P$ has cubic symmetry. Write $\mathbf E=\bar{\mathbf E}+\mathbf E_1$, where $\mathbf E_1$ is of first order in $\eta$. The condition $\nabla\cdot\mathbf D=0$ becomes, to this order,
\begin{equation}
\nabla\cdot(e\,\mathbf E_1+\eta\bar{\mathbf E})=0 .
\end{equation}
Use Fourier components with wavevector $\mathbf k$ and unit vector $\hat{\mathbf k}=\mathbf k/k$. Since $\mathbf E_1$ is curl-free, its component is parallel to $\hat{\mathbf k}$, and the divergence condition fixes its size:
\begin{equation}
\mathbf E_1(\mathbf k)=-\frac{1}{e}\,\hat{\mathbf k}\,\bigl[\hat{\mathbf k}\cdot\eta(\mathbf k)\bar{\mathbf E}\bigr],\qquad \mathbf k\ne0 .
\end{equation}
The average displacement is $\langle\mathbf D\rangle=e\bar{\mathbf E}+\langle\eta\mathbf E_1\rangle$ up to second order. The terms $e\langle\mathbf E_1\rangle$ and $\langle\eta\rangle\bar{\mathbf E}$ vanish. An average of a product is a sum over opposite Fourier components, so
\begin{equation}
(\varepsilon_{\rm eff})_{im}=e\,\delta_{im}-\frac1e\sum_{\mathbf k\ne0}\eta_{ij}(-\mathbf k)\,\hat k_j\hat k_l\,\eta_{lm}(\mathbf k).
\label{eq:pert}
\end{equation}

For independent regions, products of deviations from different regions average to zero. What remains is a product of two factors: the covariance $\langle\eta_{ij}\eta_{lm}\rangle$ within one region, and a weight $S(\mathbf k)$ proportional to the squared Fourier transform of the shape of a region. The weights add up to one, because the sum over all $\mathbf k$ of $\eta_{ij}(-\mathbf k)\eta_{lm}(\mathbf k)$ is $\langle\eta_{ij}\eta_{lm}\rangle$. In a large sample the single term $\mathbf k=0$ has negligible weight and can be left out. A cube has the same shape along $x$, $y$ and $z$ and is unchanged by mirror operations. The argument that gave $\langle P_iP_j\rangle$ in part (c) now gives
\begin{equation}
\sum_{\mathbf k}S(\mathbf k)\,\hat k_j\hat k_l=\frac{\delta_{jl}}{3},
\end{equation}
since $\hat k_x^2+\hat k_y^2+\hat k_z^2=1$. Equation~\eqref{eq:pert} becomes
\begin{equation}
\varepsilon_{\rm eff}=\langle\varepsilon\rangle-\frac{\langle\eta^2\rangle}{3n_0^2},
\label{eq:third}
\end{equation}
where $e$ was replaced by $n_0^2$, which is sufficient at this order.

To find the distance between the bounds to lowest order, subtract Eq.~\eqref{eq:low} from Eq.~\eqref{eq:up}:
\begin{equation}
\langle\varepsilon\rangle-\langle B\rangle^{-1}=\kappa^3\bigl(\langle\beta^2\rangle-b^2I\bigr).
\end{equation}
To lowest order $\eta=-\kappa^2(\beta-bI)$, so $\langle\eta^2\rangle=\kappa^4(\langle\beta^2\rangle-b^2I)$. The distance is therefore $\langle\eta^2\rangle/\kappa=\langle\eta^2\rangle/n_0^2$. By Eq.~\eqref{eq:third}, the effective permittivity lies one third of this distance below the upper bound.

In the model the bounds correspond to indices $2.46626$ and $2.46743$, which differ by $0.00117$. One third of this below the upper value is $2.46704$; the field solution gives $2.46705$. For a sharper comparison, $\langle P^2\rangle$ was reduced tenfold and 12 random arrangements were solved. The mean position is $0.3367$ of the distance below the upper bound, with a standard error of $0.0018$. The difference from one third is about two standard errors. It reflects the scatter among the 12 arrangements. The finite cell does not shift the expected position at leading order: when a fixed set of regions is shuffled over the sites, all nonzero lattice wavevectors carry the same expected weight, and the symmetry argument again gives one third. Higher orders at this polarization lower the position by slightly less than $0.001$, so they do not account for the excess.

The same result gives the sign of the correction to Eq.~\eqref{eq:law} in this model. Let $s$ be one third of the diagonal sum of $\langle\beta^2\rangle$. By cubic symmetry $\langle\beta^2\rangle=sI$, and Eq.~\eqref{eq:up} minus one third of the distance gives
\begin{equation}
\varepsilon_{\rm eff}=\kappa-\kappa^2b+\kappa^3\,\frac{2s+b^2}{3}.
\end{equation}
Put $\varepsilon_{\rm eff}=\kappa(1+x)$ and use $\sqrt{1+x}=1+x/2-x^2/8$. The second-order part of $n$ is
\begin{equation}
n_0^5\left(\frac{2s+b^2}{6}-\frac{b^2}{8}\right)=n_0^5\left(\frac{s}{3}+\frac{b^2}{24}\right)>0 .
\label{eq:secondn}
\end{equation}
This agrees with the smaller magnitude of the negative shift in the field solution. In a real crystal, quartic terms in the local law for $B$ contribute at the same order and can have either sign. Equation~\eqref{eq:secondn} applies to the arrangement considered in this part when the local law is purely quadratic.

\subsection*{(g) Is zero macroscopic polarization enough for an isotropic index?}

\textit{Let half of the polar volume be polarized along $+z$ and half along $-z$. Compare this state with random orientations of the same $\langle P^2\rangle$. Then examine random orientations with $g_{12}=-g_{11}/2$.}

\textbf{Solution.} The two halves cancel, so $\langle\mathbf P\rangle=0$. However, $\langle P_z^2\rangle=\langle P^2\rangle$ and $\langle P_x^2\rangle=\langle P_y^2\rangle=0$. The distribution is not unchanged when the axes are interchanged, and the average impermeability is anisotropic if $g_{11}\ne g_{12}$. The bounds agree to first order here too, so the expansion of part (e) can be applied to each principal axis:
\begin{align}
\Delta n_z&=-\frac{n_0^3}{2}\,g_{11}\langle P^2\rangle,\\
\Delta n_x=\Delta n_y&=-\frac{n_0^3}{2}\,g_{12}\langle P^2\rangle .
\end{align}
The subscript names the direction of the optical electric field. For the model,
\begin{align}
\Delta n_z&=-7.8125\times0.15\times0.06297=-0.0738,\\
\Delta n_x&=-7.8125\times0.03\times0.06297=-0.0148 .
\end{align}
The field solution gives $-0.0696$ and $-0.0146$, hence a birefringence $n_z-n_x=-0.0550$. The answer to the question is no: these antiparallel domains have no net polarization, yet they are birefringent to first order whenever $g_{11}\ne g_{12}$.

The mean of the three first-order shifts is
\begin{equation}
\frac{\Delta n_z+2\Delta n_x}{3}=-\frac{n_0^3}{2}\,\frac{g_{11}+2g_{12}}{3}\,\langle P^2\rangle ,
\end{equation}
which is the shift of the random state. To first order, random orientation removes the birefringence and keeps the mean shift. In the field solutions the mean is $-0.03291$ for the $\pm z$ state and $-0.03295$ for the random state. The principal indices of the random state differ by $2\times10^{-5}$. The averages $\langle B\rangle$ and $\langle\varepsilon\rangle$ are isotropic for the chosen set of directions, so this small difference comes from the local-field term in Eq.~\eqref{eq:pert}, which depends on the particular placement of the regions.

Now take random orientations with $g_{12}=-g_{11}/2=-0.075\ \mathrm{m^4/C^2}$. Then $\bar g=0$ and $b=0$, and the first-order shift vanishes. Equation~\eqref{eq:secondn} leaves $\Delta n=n_0^5s/3$, which is positive and of fourth order in $P$. The field solution gives $\Delta n=+0.0012$, or $3.6\%$ of the magnitude found for the original coefficients. Halving $\langle P^2\rangle$ reduces it by a factor of $3.97$, as expected for a quantity of fourth order.

\subsection*{(h) What can be learned from a measured index change?}

\textit{Invert the first-order law for the root-mean-square polarization. Apply it to the index from the field solution and explain the error.}

\textbf{Solution.} Solving Eq.~\eqref{eq:law} for $\langle P^2\rangle$ and taking the root gives
\begin{equation}
P_{\rm rms}=\sqrt{\frac{-2\,\Delta n}{n_0^3\,\bar g}} .
\end{equation}
The expression under the root is positive when $\Delta n$ and $\bar g$ have opposite signs. If a measured shift has the same sign as $\bar g$, the first-order law with that baseline and those coefficients cannot describe it.

With $\Delta n=-0.03295$ treated as the measured value,
\begin{equation}
P_{\rm rms}=\sqrt{\frac{0.06590}{15.625\times0.0700}}\ \mathrm{C/m^2}=0.245\ \mathrm{C/m^2}\quad(24.5\ \mathrm{\mu C/cm^2}).
\end{equation}
The true value in the cell is $0.251\ \mathrm{C/m^2}$, so the result is low by $2.2\%$ of the true value. This follows from part (e). The magnitude of the actual shift is $4.3\%$ smaller than the first-order value, and the square root halves a small relative error:
\begin{equation}
\frac{\delta P_{\rm rms}}{P_{\rm rms}}\approx\frac12\,\frac{\delta(\Delta n)}{\Delta n}.
\end{equation}
The same relation shows the effect of an uncertain baseline. An error of $0.001$ in $n_0$ changes $\Delta n$ by about $3\%$ and $P_{\rm rms}$ by about $1.5\%$. For a shift ten times smaller, the same baseline error would change $P_{\rm rms}$ by about $15\%$.

To first order, the index shift gives only the product $fP_s^2$. A single measured index cannot distinguish a few strongly polarized regions from many weakly polarized ones, and a separate measurement of $f$ or $P_s$ is needed for that. Nor does a nonzero $P_{\rm rms}$ imply a macroscopic polarization: in the random state the value found here is entirely the fluctuating part of part (b). The values quoted in this problem can be checked against the numerical output below.

\section*{Computed results}
\begin{verbatim}
parent index n0 = 2.50
g11, g12, g44 = 0.15, 0.03, 0.12 m^4/C^2
gbar = 0.0700 m^4/C^2
local polarization = 0.30 C/m^2
regions: total 343, polar 240
polar volume fraction = 0.69971
|<P>| random state = 5.6e-18 C/m^2
<P^2> = 0.062974 C^2/m^4
rms polarization = 0.25095 C/m^2
mean impermeability shift b = 0.004408
index shift, first-order law = -0.03444
index shift, field solution = -0.03295
effective index, field solution = 2.46705
index from lower bound = 2.46626
index from upper bound = 2.46743
law error at full P^2 = 0.001489
law error at half P^2 = 0.000383
ratio of these errors = 3.886
position below upper bound = 0.3367 of the gap
standard error of position = 0.0018
principal index spread, random = 0.000020
|<P>| plus/minus z state = 0.0e+00 C/m^2
z-axis state: dn_z law = -0.07380
z-axis state: dn_z field = -0.06958
z-axis state: dn_x law = -0.01476
z-axis state: dn_x field = -0.01458
z-axis state: birefringence nz-nx = -0.05500
z-axis state: mean shift = -0.03291
traceless case: g12 = -0.075 m^4/C^2
traceless case: shift at full P^2 = 0.001195
traceless case: shift at half P^2 = 0.000301
traceless case: ratio of shifts = 3.966
rms polarization recovered = 0.24546 C/m^2
relative error of recovery = -2.19 %
\end{verbatim}
